\section*{Counting the free numbers in a d-shell occupation matrix}

\section{Problem}

In DFT+U the Hubbard correction for a d shell depends on the occupation matrix of that shell. For one atom and one spin direction it is
\begin{equation}
N_{mm'}=\langle d_m|\rho|d_{m'}\rangle ,\qquad
\rho=\sum_k f_k|\psi_k\rangle\langle\psi_k| ,
\end{equation}
where $\psi_k$ are the Kohn--Sham orbitals of that spin and $f_k$ their occupations. The $d_m$ are five real orthonormal orbitals. Apart from a common factor, including the radial part, they are
\begin{equation}
u=\frac{3z^2-r^2}{2\sqrt3},\quad v=\frac{x^2-y^2}{2},\quad
\xi=yz,\quad \eta=xz,\quad \zeta=xy .
\end{equation}

The spins are collinear and spin--orbit coupling is absent. We take $\rho$ to be real, which excludes orbital currents, so $N$ is real and symmetric. It then has $5+10=15$ independent entries before symmetry is used. The site group contains the rotations, reflections and their products that leave the atom in place. We assume that each of them also leaves $\rho$ unchanged. In a magnet this is a condition on the density of each spin, and the magnetic order can make the group smaller than the atomic positions suggest.

\begin{enumerate}
\item[(a)] Show that $N$ commutes with the matrices that represent the site group, and that inversion places no condition on $N$.
\item[(b)] Use Schur's lemma to find the number of independent entries of $N$ at a cubic site.
\item[(c)] Count them at a tetragonal site whose group is $D_4$, $D_{4h}$, $C_{4v}$ or $D_{2d}$.
\item[(d)] Count them at a trigonal site whose group is $D_3$, $D_{3d}$ or $C_{3v}$, and write $N$ in the cubic orbitals when the threefold axis is $[111]$.
\item[(e)] The Ti site of BaTiO$_3$ has the group $O_h$, $C_{4v}$ or $C_{3v}$ in the cubic, tetragonal and rhombohedral phases. Illustrate the three forms of $N$ with a small cluster model, and find what they imply for the Hubbard potential.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Evaluate $\langle d_m|\rho\,\hat g|d_{m'}\rangle$ in two ways. Every improper operation is a rotation times inversion.
\item[(b)] An eigenspace of $N$ is carried into itself by the group. Ask which subspaces of the d shell have this property. Twofold rotations separate $\xi,\eta,\zeta$ by sign, and a threefold rotation permutes them.
\item[(c)] List the signs that $u$, $v$ and $\zeta$ acquire under a fourfold rotation about $z$ and a twofold rotation about $x$.
\item[(d)] Two different pairs of orbitals transform in the same way here. Schur's lemma does not forbid a coupling between them; it restricts its form.
\item[(e)] In the cubic cluster each d orbital couples to one combination of oxygen orbitals, which leaves a $2\times2$ problem.
\end{enumerate}

\section{Solution}

\subsection*{(a) Symmetry as a commutation rule}

An operation acts on functions by $(\hat g f)(\mathbf r)=f(g^{-1}\mathbf r)$. It turns a d orbital into a combination of d orbitals,
\begin{equation}
\hat g\,d_{m'}=\sum_k d_k D_{km'}(g).
\end{equation}
The matrix $D$ is real and orthogonal, because $\hat g$ preserves overlaps. Invariance of the density operator means $\rho\hat g=\hat g\rho$. Acting with $\hat g$ to the right gives
\begin{equation}
\langle d_m|\rho\hat g|d_{m'}\rangle=\sum_k N_{mk}D_{km'}=(ND)_{mm'} .
\end{equation}
In $\langle d_m|\hat g\rho|d_{m'}\rangle$ we let $\hat g$ act to the left as $\hat g^{-1}$. Since $D(g^{-1})=D^{T}$, we have $\hat g^{-1}d_m=\sum_k d_kD_{mk}$, and the element is $(DN)_{mm'}$. Hence
\begin{equation}
D(g)\,N=N\,D(g)\quad\text{for every } g \text{ in the site group.}
\label{comm}
\end{equation}

The d functions are even, $d_m(-\mathbf r)=d_m(\mathbf r)$, so inversion has $D=1$ and (\ref{comm}) is then empty. An improper operation is inversion times a rotation and has the same $D$ as that rotation. The groups $O_h$ and $T_d$ therefore give the same conditions as the rotation group $O$, and $T_h$ the same as $T$. Likewise the groups in (c) reduce to $D_4$ and those in (d) to $D_3$.

\subsection*{(b) Schur's lemma and the cubic site}

A subspace is invariant if all $D(g)$ map it into itself. It is irreducible if it contains no smaller invariant subspace except zero. We need two statements.

\emph{First statement.} A real symmetric matrix $A$ that commutes with the group on an irreducible space is a number times the unit matrix. Such an $A$ has a real eigenvalue $\lambda$. If $Aw=\lambda w$, then $A(Dw)=DAw=\lambda(Dw)$, so the eigenspace is invariant. It is not zero, so it is the whole space, and $A=\lambda 1$.

\emph{Second statement.} Let $X$ map an irreducible space $W$ to an irreducible space $V$, with $D_VX=XD_W$. The vectors that $X$ sends to zero form an invariant subspace of $W$, and the image of $X$ is an invariant subspace of $V$. If $X\neq0$, the first must be zero and the second all of $V$. Then $X$ is invertible and the two representations are equivalent: they have equal dimension and agree in suitable bases. Between inequivalent representations $X=0$.

We now find the irreducible parts of the d shell. The twofold rotations about $x$, $y$ and $z$ multiply $(\xi,\eta,\zeta)$ by
\begin{equation}
(+,-,-),\qquad(-,+,-),\qquad(-,-,+).
\end{equation}
Suppose an invariant subspace contains $w=\alpha\xi+\beta\eta+\gamma\zeta$ with $\alpha\ne0$. It also contains $w+\hat C_{2x}w=2\alpha\xi$, hence $\xi$. If instead $\beta$ or $\gamma$ is nonzero, the same step with $\hat C_{2y}$ or $\hat C_{2z}$ gives $\eta$ or $\zeta$. The threefold rotation about $[111]$ replaces $x\to y\to z\to x$ in the functions, so that $\xi\to\eta\to\zeta\to\xi$. The subspace contains all three orbitals, and this $t_{2g}$ set is irreducible.

The same threefold rotation acts on the other two orbitals as
\begin{equation}
u\to\frac{3x^2-r^2}{2\sqrt3}=-\tfrac12u+\tfrac{\sqrt3}{2}v,\qquad
v\to\frac{y^2-z^2}{2}=-\tfrac{\sqrt3}{2}u-\tfrac12v .
\label{rot}
\end{equation}
This is a rotation by $120^\circ$ in the $(u,v)$ plane. It leaves no real line in the plane fixed, so the $e_g$ pair is irreducible as well.

By the first statement $N$ is a number on each set. The sets have dimensions 2 and 3, so they are inequivalent, and by the second statement no element of $N$ connects them. In the order $u,v,\xi,\eta,\zeta$,
\begin{equation}
N=\mathrm{diag}(n_e,n_e,n_t,n_t,n_t).
\label{cubic}
\end{equation}
Conversely, this matrix commutes with the group for any $n_e$ and $n_t$. There are two independent entries per spin. The argument used twofold and threefold rotations alone, so it holds for all five cubic groups $T$, $T_h$, $T_d$, $O$ and $O_h$.

The reality of $\rho$ matters for $T$ and $T_h$. With orbital currents $N$ may be complex Hermitian. The term $i(|u\rangle\langle v|-|v\rangle\langle u|)$ then commutes with (\ref{rot}), as the generator of rotations in that plane, and a third number appears. In $O$, $T_d$ and $O_h$ the fourfold operation about $z$ reverses $v$ but not $u$. It changes the sign of this term, so the term is excluded.

\subsection*{(c) The tetragonal site}

Take the fourfold axis along $z$. The fourfold rotation replaces $x\to y$ and $y\to-x$ in the functions. The twofold rotation about $x$ changes the signs of $y$ and $z$. Under these two operations
\begin{equation}
u:(+,+),\qquad v:(-,+),\qquad \zeta:(-,-).
\end{equation}
These are three inequivalent one-dimensional representations. For the remaining pair the fourfold rotation gives $\xi\to-\eta$ and $\eta\to\xi$, while the twofold rotation gives $\xi\to\xi$ and $\eta\to-\eta$. The second separates the two orbitals by sign and the first exchanges them, so the pair is irreducible by the argument used for $t_{2g}$. No two of the four representations are equivalent, and therefore
\begin{equation}
N=\mathrm{diag}(n_u,n_v,n_\xi,n_\xi,n_\zeta).
\label{tet}
\end{equation}
There are four independent entries. Each cubic level has split in two, and the cubic form returns when $n_u=n_v$ and $n_\xi=n_\zeta$.

\subsection*{(d) The trigonal site}

The group $D_3$ contains the threefold rotation about $[111]$ and a twofold rotation about $[1\bar10]$, which replaces $x\to-y$, $y\to-x$, $z\to-z$. The latter gives $u\to u$, $v\to-v$, $\zeta\to\zeta$ and $\xi\leftrightarrow\eta$. We form
\begin{equation}
s=\frac{\xi+\eta+\zeta}{\sqrt3},\qquad
p=\frac{2\zeta-\xi-\eta}{\sqrt6},\qquad
q=\frac{\xi-\eta}{\sqrt2}.
\end{equation}
The orbital $s$ is unchanged by both operations. The threefold rotation gives
\begin{align}
p&\to\frac{2\xi-\eta-\zeta}{\sqrt6}=-\tfrac12p+\tfrac{\sqrt3}2q,\\
q&\to\frac{\eta-\zeta}{\sqrt2}=-\tfrac{\sqrt3}2p-\tfrac12q,
\end{align}
and the twofold rotation gives $p\to p$, $q\to-q$. The pair $(p,q)$ thus transforms exactly as $(u,v)$ does. Both pairs are irreducible, because the $120^\circ$ rotation fixes no real line.

By Schur's lemma $s$ decouples with its own occupation $n_s$. On $(u,v)$ the matrix is a number $c$, and on $(p,q)$ a number $t$. The $2\times2$ block $X$ between the pairs need not vanish. It commutes with $\mathrm{diag}(1,-1)$, so it is diagonal, $X=\mathrm{diag}(x_1,x_2)$. It also commutes with the rotation $R$ of (\ref{rot}), whose off-diagonal element $R_{12}$ is not zero:
\begin{equation}
(XR-RX)_{12}=(x_1-x_2)R_{12}=0\quad\Rightarrow\quad x_1=x_2=g .
\end{equation}
The independent numbers are $n_s$, $c$, $t$ and $g$, so there are again four. The eigenvalues of $N$ are $n_s$ once and those of
\begin{equation}
M=\begin{pmatrix}c&g\\ g&t\end{pmatrix}
\label{M}
\end{equation}
twice each, once for $(u,p)$ and once for $(v,q)$. Three distinct eigenvalues do not fix $N$. The fourth number tells how far the $e_g$ and $t_{2g}$ orbitals mix.

In the cubic orbitals the $t_{2g}$ block is $t\,1+(n_s-t)|s\rangle\langle s|$, and every element of $|s\rangle\langle s|$ equals $1/3$. Its diagonal elements $a$ and off-diagonal elements $b$ are
\begin{equation}
a=\frac{n_s+2t}{3},\quad b=\frac{n_s-t}{3}
\quad\Rightarrow\quad n_s=a+2b,\quad t=a-b .
\end{equation}
The coupling is $g(|u\rangle\langle p|+|v\rangle\langle q|)$ plus its transpose. With $d=N_{u\zeta}=2g/\sqrt6$, that is $g=\sqrt{3/2}\,d$, the coefficients of $p$ and $q$ give
\begin{equation}
N_{u\xi}=N_{u\eta}=-\frac d2,\qquad
N_{v\xi}=-N_{v\eta}=\frac{\sqrt3}{2}d,\qquad N_{v\zeta}=0 .
\end{equation}
Many entries are nonzero, but $a,b,c,d$ determine them all. If $b=d=0$, the cubic form returns.

\subsection*{(e) A cluster model of the Ti site}

The model has five Ti d orbitals at energy $\Delta=4$~eV and three p orbitals at energy zero on each of six O atoms, placed $2$~\AA\ from the cluster centre along $\pm x,\pm y,\pm z$. The p--d coupling is $V_\sigma=-2$~eV along a bond of $2$~\AA\ and $V_\pi=1$~eV across it. At Ti--O distance $r$ both are multiplied by $(2\,\text{\AA}/r)^{3.5}$. There is no O--O coupling. These round parameters illustrate the symmetry and do not describe the material quantitatively. Of the 23 levels per spin, the lowest 18 are filled, as for full oxygen p shells and a nominally empty d shell.

\emph{Ti at the centre.} Let $T$ be the $5\times18$ matrix of p--d couplings. The matrix $TT^{T}$ is symmetric and commutes with the group, so it has the form (\ref{cubic}). Distinct d orbitals therefore couple to orthogonal oxygen combinations. The orbital $u$ has $\sigma$ amplitude $1$ towards the two O atoms on the $z$ axis and $-\tfrac12$ towards the other four. It has no $\pi$ coupling, since a p orbital across the bond is odd under a mirror plane in which $u$ is even. The orbital $\zeta$ couples to one $\pi$ orbital on each of the four O atoms in its plane. The squared couplings are
\begin{equation}
\tau_e^2=\left(2+4\cdot\tfrac14\right)V_\sigma^2=12~\text{eV}^2,\qquad
\tau_t^2=4V_\pi^2=4~\text{eV}^2 .
\end{equation}
Each d orbital and its partner have the levels $E_\pm=\tfrac12\bigl(\Delta\pm\sqrt{\Delta^2+4\tau^2}\bigr)$. The five lower levels and the 13 uncoupled oxygen levels are filled. The d weight of a lower level is the derivative of its energy with respect to the d energy,
\begin{equation}
n=\frac{\partial E_-}{\partial\Delta}
=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4\tau^2}}\right).
\end{equation}
With square roots of $8$ and $5.657$~eV this gives $n_e=0.250$ and $n_t=0.146$. The occupations are not zero, because the filled oxygen levels contain some d character.

For the rotationally invariant DFT+U energy with one parameter $U$, the contribution per spin is
\begin{equation}
E_U=\frac U2\,\mathrm{Tr}(N-N^2).
\end{equation}
A small change gives $\delta E_U=\frac U2\mathrm{Tr}(\delta N-2N\,\delta N)$, so the potential matrix is $V=U(\tfrac12-N)$. It has the same pattern as $N$, and at a cubic site the correction consists of two level shifts. For $U=4$~eV they are $4(0.5-0.25)=1.00$~eV for $e_g$ and $4(0.5-0.1464)=1.41$~eV for $t_{2g}$. These and the energies below use the occupations of the model without $U$; they are not self-consistent.

\emph{Ti shifted by $0.2$~\AA.} Here we diagonalize the $23\times23$ Hamiltonian numerically. For a shift along $[001]$ the matrix has the form (\ref{tet}), with
\begin{equation}
n_u=0.265,\quad n_v=0.245,\quad n_\xi=n_\eta=0.161,\quad n_\zeta=0.143 .
\end{equation}
For a shift along $[111]$,
\begin{equation}
a=0.1547,\quad b=-0.00085,\quad c=0.2548,\quad d=0.0048 .
\end{equation}
The single eigenvalue is $a+2b=0.153$. The matrix (\ref{M}), with $t=a-b=0.1556$ and $g=\sqrt{3/2}\,d=0.0059$, gives the double eigenvalues $0.155$ and $0.255$.

Symmetry fixes the order at which the changes from the cubic values begin. Reversing the shift is the same as inverting the cluster, which does not alter $N$. Since a gap separates filled and empty levels, $N$ varies smoothly with the shift, and its changes begin at second order. Their size is not fixed by symmetry: here $n_\xi$ still rises by 10\%, and the size and sign of $b$ depend on the parameters ($b=+0.0008$ for $V_\pi=0.7$~eV).

Suppose the off-diagonal entries were dropped in the trigonal case. In $\mathrm{Tr}N^2$ the $b$ entries contribute $6b^2$. The $d$ entries contribute $2d^2(1+\tfrac14+\tfrac14+\tfrac34+\tfrac34)=6d^2$. The energy per spin would rise by
\begin{equation}
\frac U2\,(6b^2+6d^2)=3U(b^2+d^2)=0.28~\text{meV}.
\end{equation}
This is small beside $E_U=1.54$~eV, but it is a quarter of the $1.1$~meV by which $E_U$ differs between the $[001]$ and $[111]$ shifts in this model. The diagonal remainder $\mathrm{diag}(c,c,a,a,a)$ has the cubic form, so the potential would lose both the $e_g$--$t_{2g}$ coupling, $Ud=19$~meV in size, and the trigonal splitting within the $t_{2g}$ block, $3U|b|=10$~meV.

\section{Variations}

\subsection*{Variation 1: no twofold axes across the main axis}

\emph{How many numbers remain at tetragonal sites with group $C_4$, $C_{4h}$ or $S_4$, and at trigonal sites with group $C_3$ or $S_6$?}

By (a), the rotations to consider are those of $C_4$ and $C_3$. In $C_4$ both $v$ and $\zeta$ change sign under the fourfold rotation, and nothing else distinguishes them. They share a symmetric $2\times2$ block with three numbers. The pair $(\xi,\eta)$ turns by $90^\circ$, which fixes no real line, so it still has one number. With $n_u$ the total is $1+3+1=5$. The additional entry $N_{v\zeta}$ can be removed by turning the $x$ and $y$ axes about $z$. Its meaning is the direction of the principal axes, which symmetry no longer fixes.

In $C_3$ the block $X$ between $(u,v)$ and $(p,q)$ has to commute with a $120^\circ$ rotation alone. That rotation is $-\tfrac12+\tfrac{\sqrt3}{2}J$, with $J$ the rotation by $90^\circ$, so $X$ commutes with $J$ and has the form $g+hJ$. The diagonal blocks are symmetric and remain single numbers. The total is $1+1+1+2=5$. The words tetragonal and trigonal alone therefore do not fix the count.

\subsection*{Variation 2: one electron in a degenerate level}

\emph{Add one electron of this spin to the cubic cluster. Does $N$ keep two independent entries?}

The lowest empty level is the threefold upper $t_{2g}$ level. Its states have d weight $1-n_t$, since the lower partner has weight $n_t$. If the electron occupies the state built from $\zeta$, then
\begin{equation}
N_{\zeta\zeta}=n_t+(1-n_t)=1,\qquad N_{\xi\xi}=N_{\eta\eta}=n_t=0.146 .
\end{equation}
The cubic form fails although the atoms form a perfect octahedron, because $\rho$ no longer has cubic symmetry. What remains is tetragonal, and the count of (c) applies. If the three states hold one third of an electron each, $\rho$ is cubic again and $n_t=0.146+0.854/3=0.431$.

The Hubbard energy distinguishes the two cases. With orbitals held fixed, the $t_{2g}$ part of $\mathrm{Tr}(N-N^2)$ is $2(0.146)(0.854)=0.25$ for the single state and $3(0.431)(0.569)=0.74$ for equal sharing. With $U/2=2$~eV, the single state is lower in $E_U$ by about $1.0$~eV. A calculation that imposes the cubic form on $N$ excludes that state from the start.
